# Enthalpy-entropy compensation from random errors in van't Hoff fits

The slope of a line in a plot of reaction enthalpy against reaction entropy has the dimension of temperature. If the line is made by fitting errors alone, two symmetries restrict which temperature it can be. First, adding any straight line in $1/T$ to the data shifts the fitted enthalpy and entropy by that line's own parameters and leaves their errors unchanged. The true thermochemistry therefore drops out, as long as the noise itself does not depend on it. Second, multiplying all data errors by one factor multiplies both parameter errors by it, so the noise level drops out of their ratio. With equal and independent noise at every point, only the measurement temperatures remain. The slope of a regression line must be a temperature built from them, and it must double if they all double. It remains to find which kind of average it is.

## The model

One reaction is measured repeatedly at the same $n$ temperatures $T_i$, at least two of them different. With $x_i=1/T_i$ and a temperature-independent enthalpy $\Delta H$ and entropy $\Delta S$, the measured values are

$$y_i=\ln K_i=-\frac{\Delta H}{R}x_i+\frac{\Delta S}{R}+\varepsilon_i .$$

The errors $\varepsilon_i$ have zero mean, are independent, and share the standard deviation $\sigma$. The temperatures are taken as error-free. Define

$$m=\frac1n\sum_i x_i,\qquad d_i=x_i-m,\qquad s^2=\frac1n\sum_i d_i^2,\qquad c=\frac sm .$$

The harmonic mean temperature is $T_{\rm hm}=1/m$, and $c$ is the relative width of the window in $1/T$.

An unweighted fit minimizes $\sum_i(y_i-A-bd_i)^2$. Since $\sum_i d_i=0$, setting the derivatives with respect to $A$ and $b$ to zero gives

$$A=\bar y,\qquad b=\frac{\sum_i d_i y_i}{ns^2}.$$

The fitted enthalpy is $\hat H=-Rb$. The fitted entropy is $R$ times the intercept at $x=0$, where $d=-m$:

$$\hat S=R(\bar y-bm)=R\bar y+m\hat H .$$

Let $h=\hat H-\Delta H$ and $u=\hat S-\Delta S$. Subtracting the noise-free relation leaves

$$h=-\frac{R}{ns^2}\sum_i d_i\varepsilon_i,\qquad u=R\bar\varepsilon+mh. \tag{1}$$

This is the mechanism. The fitted line pivots about the centre of the data, while the entropy is read at $1/T=0$, a distance $m$ away. An error in the slope is carried over that distance into the entropy.

## The apparent compensation line

Independence of the errors gives

$$\operatorname{var}h=\frac{R^2\sigma^2}{n^2s^4}\sum_i d_i^2=\frac{R^2\sigma^2}{ns^2},\qquad \operatorname{var}(R\bar\varepsilon)=\frac{R^2\sigma^2}{n},$$

$$\operatorname{cov}(R\bar\varepsilon,h)=-\frac{R^2\sigma^2}{n^2s^2}\sum_i d_i=0 .$$

The height of the line at its centre and its tilt therefore have uncorrelated errors. From (1),

$$\operatorname{cov}(h,u)=m\operatorname{var}h,\qquad \operatorname{var}u=\frac{R^2\sigma^2}{n}+m^2\operatorname{var}h=(s^2+m^2)\operatorname{var}h .$$

A regression slope is the covariance divided by the variance of the variable on the horizontal axis. Regressing entropy on enthalpy gives $m=1/T_{\rm hm}$ exactly in this model. Regressing enthalpy on entropy gives

$$\beta=\frac{\operatorname{cov}(h,u)}{\operatorname{var}u}=\frac{m}{m^2+s^2}=\frac{T_{\rm hm}}{1+c^2}. \tag{2}$$

The correlation coefficient is

$$\rho=\frac{m\operatorname{var}h}{\sqrt{\operatorname{var}h\,(m^2+s^2)\operatorname{var}h}}=\frac1{\sqrt{1+c^2}} .$$

These are population values, approached with many repeats. For a narrow window, $c\ll1$, both regressions give nearly $T_{\rm hm}$ and the correlation is nearly perfect. Narrowing the window at fixed $\sigma$ and $n$ also lengthens the false line, because the standard deviation of $h$ grows as $1/s$.

The harmonic mean appears because the fit is linear in $1/T$ with equal noise in $\ln K$. Suppose instead that $\Delta G=\Delta H-T\Delta S$ is fitted against $T$ with equal noise in $\Delta G$. The line now pivots about the arithmetic mean $\bar T$, so $h=\delta\bar G+\bar T u$, with $\delta\bar G$ uncorrelated with $u$ by the same argument. Regressing enthalpy on entropy then gives $\bar T$.

A wide window separates the cases. For five equally spaced temperatures from 300 to 900 K, $c=0.41$, and the harmonic and arithmetic means are 517 and 600 K. The fit of $\ln K$ gives 443 K for enthalpy on entropy and 517 K for the inverse slope of entropy on enthalpy. The fit of $\Delta G$, with equal noise in $\Delta G$, gives 600 and 675 K. In a wide window, an apparent temperature should therefore be quoted with the kind of fit, the noise assumed and the direction of regression.

## A dissociating precursor vapour

Consider a model dimer that dissociates into two monomers, with $\Delta H=85$ kJ/mol (0.881 eV per dimer) and $\Delta S=180$ J/(mol K). It is measured at seven temperatures from 340 to 400 K in steps of 10 K, with $\sigma=0.05$. Then $m=2.71064\times10^{-3}$ K$^{-1}$ and $s=0.14701\times10^{-3}$ K$^{-1}$, so

$$T_{\rm hm}=368.92\ \mathrm K,\qquad c=0.05423,\qquad \beta=\frac{368.92\ \mathrm K}{1+0.002941}=367.83\ \mathrm K .$$

The standard deviation of the fitted enthalpy is

$$\frac{R\sigma}{\sqrt n\,s}=\frac{8.314\times0.05}{\sqrt7\times0.14701\times10^{-3}}\ \mathrm{J/mol}=1.07\ \mathrm{kJ/mol},$$

or 0.011 eV. That of the entropy is 2.90 J/(mol K), and $\rho=0.9985$. The major axis of the error ellipse, drawn in kJ/mol and J/(mol K), has slope 367.96 K, between the two regression values.

In one simulated campaign of $N=20$ repeats with Gaussian noise, the enthalpies run from 82.3 to 87.6 kJ/mol and the entropies from 172.3 to 187.3 J/(mol K). Their squared correlation is 0.997, although every repeat has the same true enthalpy and entropy. The slope of enthalpy on entropy is 360 K, and the inverse slope of entropy on enthalpy is 361 K.

The distance of these values from 369 K is sampling scatter. Let $q_j$ be the enthalpy of repeat $j$ minus the campaign mean. By (1), the fitted slope of entropy on enthalpy is

$$\hat m=m+\frac{\sum_j q_jR\bar\varepsilon_j}{\sum_j q_j^2}.$$

For Gaussian noise, uncorrelated means independent, so at given enthalpies the variance of $\hat m$ is $(R^2\sigma^2/n)/\sum_jq_j^2$. The sum equals $\operatorname{var}h$ times a chi-squared variable $Q$ with $\nu=N-1$ degrees of freedom. Its density is proportional to $Q^{\nu/2-1}e^{-Q/2}$, and one integration by parts gives $\langle1/Q\rangle=1/(\nu-2)$ for $\nu>2$. Therefore

$$\operatorname{var}\hat m=\frac{R^2\sigma^2/n}{\operatorname{var}h}\,\frac1{N-3}=\frac{s^2}{N-3},\qquad \frac{\operatorname{sd}\hat m}{m}=\frac{c}{\sqrt{N-3}} .$$

Here this is $0.05423/\sqrt{17}=1.32\%$, or 4.9 K, and 20,000 simulated campaigns also give 1.32%. The campaign above lies about 1.6 standard errors from $T_{\rm hm}$. It could not distinguish the harmonic from the arithmetic mean, which differ by 1.1 K in this window.

The symmetry argument was also tested on a different reaction, with $\Delta H=-40$ kJ/mol and $\Delta S=-90$ J/(mol K) at 650 K and a heat-capacity change of 20 J/(mol K). It had six equally spaced temperatures from 600 to 700 K and noise uniform between $-0.3$ and $0.3$ in $\ln K$. The simulated slopes are 646.5 and 648.3 K, beside a harmonic mean of 648.2 K. The line follows the window.

## When the noise is unequal

If point $i$ has standard deviation $\sigma_i$, equation (1) still holds, but centre and tilt become correlated:

$$\operatorname{cov}(R\bar\varepsilon,h)=-\frac{R^2}{n^2s^2}\sum_i\sigma_i^2d_i,\qquad \operatorname{var}h=\frac{R^2}{n^2s^4}\sum_i\sigma_i^2d_i^2 .$$

The slope of entropy on enthalpy becomes

$$m+\frac{\operatorname{cov}(R\bar\varepsilon,h)}{\operatorname{var}h}=m-s^2\frac{\sum_i\sigma_i^2d_i}{\sum_i\sigma_i^2d_i^2}. \tag{3}$$

Cold points have $d_i>0$. If every cold point is noisier than every hot one, this slope falls, and the apparent temperature rises as long as the slope stays positive. In a wide window it need not: at 300, 450, 600, 750 and 900 K with relative noise 1.5, 30, 1, 1 and 1, the slope is negative.

Manometry of the dimer does this. Let $P_0$ be the pressure without dissociation, here 10 Torr at 370 K and proportional to $T$. If a fraction $\alpha$ of the dimers dissociates, the total pressure is $P=P_0(1+\alpha)$. With standard pressure $p^\circ=1$ bar,

$$K=\frac{(2\alpha P_0)^2}{(1-\alpha)P_0p^\circ}=\frac{4\alpha^2P_0}{(1-\alpha)p^\circ}.$$

At known $P_0$, $d\alpha=dP/P_0$. Differentiating $\ln K$ gives, for small gauge noise $\sigma_P$,

$$\sigma_i=\left(\frac2\alpha+\frac1{1-\alpha}\right)\frac{\sigma_P}{P_0}.$$

From 340 to 400 K, $\alpha$ rises from 0.065 to 0.441. Gauge noise of 0.02 Torr then gives noise in $\ln K$ that falls from 0.069 to 0.012. Unweighted fits now give slopes of 382 K in both directions of regression.

Weights $w_i\propto1/\sigma_i^2$ make the line pivot about the weighted mean of $x$. With $d_i$ measured from that mean, the covariance of centre and tilt is proportional to $\sum_iw_i^2d_i\sigma_i^2\propto\sum_iw_id_i=0$. The inverse slope of entropy on enthalpy is then the weighted harmonic mean, 386.5 K, drawn towards the precise hot points.

## Effects left out of the equal-noise model

The parameters of the dimer are illustrative, not data for one compound. Unequal gauge noise moves the line by 13 to 14 K without weighting. The thermometer errors below are sized for a $K$ that is measured directly. In the manometer they act more strongly if $P_0$ is computed from the misread temperature, because an error in $P/P_0$ enters $\ln K$ multiplied by about $2/\alpha+1/(1-\alpha)$, which is 32 at 340 K. A misreading of 0.1 K then shifts $\ln K$ by about 0.02 at 340 K and 0.008 at 400 K, and a shared offset moves the fitted point along a direction near 460 K instead of the 738 K found below. The other effects are as follows.

- A random thermometer error of 0.1 K adds at most 0.009 to the noise in $\ln K$.
- A thermometer offset shared by all points of a run gives an error in $\ln K$ proportional to $x^2$. Near the centre $x^2\approx m^2+2md$, a line of slope $2m$ and intercept $-m^2$ at $x=0$, so the fitted point moves along a direction near $2/m=2T_{\rm hm}$; the full fit gives 738 K. Run-to-run offsets of 0.3 K, together with calibration offsets of 0.02 in $\ln K$ and the original $\sigma$, give slopes of 368 and 372 K. Larger thermometer offsets would move the line further.
- A heat-capacity change of 20 J/(mol K) bends the plot by at most 0.0044 in $\ln K$. The bend is the same in every repeat, so it shifts all fitted points equally and adds no scatter.
- Non-ideality, measured by $|B|P/RT$ with an assumed second virial coefficient $B=-2000$ cm³/mol, reaches 0.00125 as a relative pressure error. In manometry at 340 K, where it is 0.0009, the factor of 32 turns it into an error of about 0.03 in $\ln K$ if $P_0$ is computed from the loading with the ideal-gas law. If $P_0$ is the real pressure of the undissociated vapour, most of this cancels, leaving about 0.001 at 340 K when all species share the same $B$. This bias is nearly the same in every repeat, so it shifts the fitted points and adds almost no scatter.

Errors in the loading $P_0$, thermal decomposition and reactions at the walls are not modelled, and could matter more in a real cell.

## Telling noise from chemistry

A slope near $T_{\rm hm}$ does not identify noise as the cause. Different reactions that happen to share one value $G_0$ of $\Delta G(T_{\rm hm})$ obey $\Delta H=G_0+T_{\rm hm}\Delta S$, the same line without any error.

The spread is more informative. The simulated campaign has a standard deviation in enthalpy of 1.32 kJ/mol, against 1.07 kJ/mol expected from the fit errors. With Gaussian noise, a standard deviation estimated from 20 repeats is itself uncertain by about $1/\sqrt{2\times19}=16\%$, so this excess of 24% is no strong evidence of real variation. A spread several times the fit error would be, provided that the fit error is computed from the actual noise at each point, and that no error shared by the points of a run, such as an offset, a drift or an error in the loading, can explain it.

Real differences between compounds, if independent in enthalpy and entropy and not small compared with the fit errors, destroy the agreement of the two regressions. If the noise is the same for every compound, they add to the variances and leave the covariance unchanged. With real standard deviations of 3 kJ/mol and 3 J/(mol K), the slope of enthalpy on entropy falls to 178 K and the inverse slope of entropy on enthalpy rises to 3275 K.

Plotting enthalpy against free energy helps if the temperature is well chosen. From (1), the error of $\Delta G(T)$ is

$$h-Tu=(1-Tm)h-TR\bar\varepsilon .$$

At $T_{\rm hm}$ the first term vanishes. For equal noise, the remaining error, 0.058 kJ/mol here, is uncorrelated with that of the enthalpy. At 298.15 K the first term has standard deviation $0.192\times1.07=0.205$ kJ/mol and dominates the total of 0.210 kJ/mol. The errors of enthalpy and free energy then have a correlation of 0.975, so a plot at room temperature can replace one false line with another. With unequal noise, the temperature at which the two errors are uncorrelated is no longer $T_{\rm hm}$. It is $\operatorname{var}h/\operatorname{cov}(h,u)$, the inverse slope of entropy on enthalpy, which is 382 K for the unweighted manometric fits. The numerical output lists most of the values used here.

## Calculated quantities

```
Temperatures: 340 to 400 K, n = 7
True dH = 85.0 kJ/mol = 0.881 eV per dimer
True dS = 180.0 J/mol/K; noise of ln K = 0.050
ln K at 340 K and 400 K: -8.419, -3.909
Mean 1/T, m = 2.71064 per 1000 K; s = 0.14701 per 1000 K
Relative width c = s/m = 0.05423; c^2 = 0.002941
Harmonic mean = 368.92 K; arithmetic mean = 370.00 K
Error of dH = 1.069 kJ/mol = 0.0111 eV
Error of dS = 2.902 J/mol/K
Slope dH on dS = 367.83 K; correlation = 0.99853
Inverse slope dS on dH = 368.92 K
Major-axis slope (kJ/mol, J/mol/K axes) = 367.96 K
Error of dG at harmonic mean = 0.0580 kJ/mol
Error of dG at 298.15 K = 0.2103 kJ/mol
Correlation of dH and dG errors at 298.15 K = 0.9749
One simulated campaign, N = 20 repeats:
  dH from 82.27 to 87.60 kJ/mol
  dS from 172.29 to 187.31 J/mol/K
  standard deviation of dH = 1.323 kJ/mol
  slope dH on dS = 360.17 K; r^2 = 0.99739
  inverse slope dS on dH = 361.11 K
Predicted slope standard error = 1.32 % = 4.85 K
Simulated slope standard error, 20000 campaigns = 1.32 %
Other reaction, 600-700 K: harmonic mean = 648.20 K
  simulated slopes = 646.47, 648.27 K
Wide window 300-900 K, 5 points: c = 0.4106
  harmonic, arithmetic mean = 517.24, 600.00 K
  ln K fit: dH on dS = 442.62 K, inverse dS on dH = 517.24 K
  dG fit: dH on dS = 600.00 K, inverse dS on dH = 675.00 K
Total pressure = 9.79 to 15.58 Torr
Dissociated fraction = 0.0649 to 0.4410
Gauge noise 0.020 Torr: ln K noise = 0.0694 to 0.0117
  unweighted slopes = 382.14, 382.38 K
  weighted slopes = 385.99, 386.55 K
  weighted harmonic mean = 386.55 K
Random thermometer error 0.1 K: ln K noise up to 0.0088
Shared thermometer offset: direction = 737.6 K
Shared offsets 0.3 K and 0.02 in ln K: slopes = 368.18, 372.00 K
Heat capacity change 20 J/mol/K: largest ln K misfit = 0.00443
  shift of fitted dH from its value at harmonic mean = -0.0117 kJ/mol
Non-ideality |B|P/RT, B = -2000 cm3/mol: up to 0.00125
Real spread 3.0 kJ/mol and 3.0 J/mol/K, independent:
  slopes = 177.8, 3275.1 K
```
